# The weak-friction Kramers escape rate, derived in two ways, part 1

(Sections cited here and not found follow in the second part.)

## First half: escape as diffusion in energy

A molecule in a dilute gas can break a bond if enough energy collects in that bond. Between collisions its energy is fixed. If the energy lies below the dissociation limit, the bond vibrates and nothing else happens, however many times the atoms swing outward. Collisions must raise the energy, and in a dilute gas they are rare. How fast, then, does the molecule escape, and which properties of its potential well matter?

Transition-state theory assumes that states near the barrier are always filled as in thermal equilibrium. When friction is weak this fails: particles leave from the top of the well faster than the surroundings can refill it. The rate is then set by the supply of energy.

### The model and the claim

A classical particle of mass \(m\) moves in one coordinate \(x\), in a well \(V(x)\) with its minimum \(V=0\) at \(x=0\). The frequency of small vibrations there is \(\omega_0\). The particle can leave on one side, over a smooth barrier or a flat rim, if its energy reaches \(E_b\). The surroundings exert a friction force \(-\gamma p\) and a random force without memory:

\[
dx=\frac{p}{m}\,dt,\qquad dp=-V'(x)\,dt-\gamma p\,dt+\sqrt{2m\gamma kT}\;dW .
\]

Here \(dW\) is a Gaussian increment with mean zero and variance \(dt\), independent of the past. The strength of the noise is the one that makes \(e^{-\beta H}\) stationary, where \(\beta=1/kT\) and \(H=p^2/2m+V\). The algebra is in atomic units, and \(\gamma\) is a rate.

The action is taken over one full closed orbit and is not divided by \(2\pi\):

\[
S(E)=\oint p\,dx=2\int_{x_1}^{x_2}\sqrt{2m\,[E-V(x)]}\;dx ,
\]

with \(x_1,x_2\) the turning points. Write \(S_b=S(E_b)\). The result to be derived is

\[
k=\gamma\,\frac{S_b}{kT}\,\frac{\omega_0}{2\pi}\,e^{-\beta E_b},
\]

to leading order when \(\beta E_b\gg1\) and \(\delta\equiv\gamma S_b/kT\ll1\). It also requires that a particle which has left does not return. The proportionality to friction and to action is thus a limiting law and not an identity.

### How the energy changes

The energy depends on \(x\) and \(p\). Because \(dp\) contains a term of size \(\sqrt{dt}\), its square contributes at order \(dt\):

\[
dE=V'\,dx+\frac{p}{m}\,dp+\frac{1}{2m}(dp)^2,\qquad (dp)^2=2m\gamma kT\,dt .
\]

The term \(V'\,dx=V'p\,dt/m\) cancels the conservative part of \((p/m)\,dp\). What remains is

\[
dE=\gamma\left(kT-\frac{p^2}{m}\right)dt+\sqrt{2\gamma kT\,\frac{p^2}{m}}\;dW .
\]

Friction removes energy at the rate \(\gamma p^2/m\), and noise supplies it at the mean rate \(\gamma kT\). The variance of the energy grows at the rate \(2\gamma kT\,p^2/m\). Both the loss and the spread are largest where the particle moves fast and vanish where it stands still.

### Averaging over an orbit

If the energy changes little during one period, \(p^2/m\) may be replaced by its average over the orbit of energy \(E\). Two identities give this average. First, \(p/m=dx/dt\), so

\[
\oint\frac{p^2}{m}\,dt=\oint p\,dx=S(E).
\]

Second, differentiate \(S\) with respect to \(E\). The moving end points contribute nothing, because the integrand vanishes there, and \(\partial p/\partial E=m/p\). Hence

\[
\frac{dS}{dE}=2\int_{x_1}^{x_2}\frac{m}{p}\,dx=\oint dt=T(E),
\]

which is the period. The orbit average of \(p^2/m\) is therefore \(S/T\).

These identities were tested on an integrated trajectory in the cubic well described below, with \(m=\omega_0=kT=1\), barrier height 3 and energy 0.8 of the barrier. The measured period was 7.7538, and the numerical derivative \(dS/dE\) was also 7.7538.

The condition for averaging follows from the sizes of the changes. During an orbit near the barrier, friction removes about \(\gamma S_b=\delta\,kT\), while the random change has standard deviation \(\sqrt{2\gamma kTS_b}=\sqrt{2\delta}\,kT\). Both are small compared with \(kT\) if \(\delta\ll1\). The random part is the larger one and sets the stricter condition.

### The diffusion equation in energy

Let \(\rho(E,t)\,dE\) be the probability of finding the particle between \(E\) and \(E+dE\). The averaged drift and diffusion coefficients are

\[
a(E)=\gamma\left(kT-\frac{S}{T}\right),\qquad D_E(E)=\gamma kT\,\frac{S}{T},
\]

where the variance grows as \(2D_E\,dt\). Probability is conserved, so \(\partial\rho/\partial t=-\partial J/\partial E\), with

\[
J=a\rho-\frac{\partial}{\partial E}(D_E\rho).
\]

To simplify the flux, write \(D_E\rho=\gamma kT\,S\,(\rho/T)\) and use \(S'=T\):

\[
\frac{\partial}{\partial E}(D_E\rho)=\gamma kT\,\rho+\gamma kT\,S\,\frac{\partial}{\partial E}\frac{\rho}{T}.
\]

The first term cancels the part \(\gamma kT\rho\) of \(a\rho\), leaving

\[
J=-\gamma S\left(1+kT\frac{\partial}{\partial E}\right)\frac{\rho}{T}
=-\gamma kT\,S\,e^{-\beta E}\,\frac{\partial}{\partial E}\left(e^{\beta E}\,\frac{\rho}{T}\right).
\]

The second form follows by carrying out the derivative of the product. It shows that the flux vanishes for \(\rho\propto T(E)e^{-\beta E}\). This is thermal equilibrium: the phase-space area enclosed by an orbit is \(S(E)\), so the area between \(E\) and \(E+dE\) is \(T\,dE\). The ratio \(\rho/T\) is the density per unit of phase-space area.

### The mean escape time

Suppose that particles are removed when they reach \(E_b\) and are put back at the bottom of the well. A steady state forms with a constant flux \(J\) from \(E=0\) to \(E_b\). If the well then holds \(N\) particles, each stays for a mean time \(\tau=N/J\), and the escape rate is \(k=1/\tau\).

Removal means that the phase-space density vanishes at the edge, \(\rho/T=0\) at \(E_b\). Integrating the flux equation from \(E\) up to \(E_b\) gives

\[
\rho(E)=J\,T(E)\,e^{-\beta E}\int_E^{E_b}\frac{e^{\beta E'}}{\gamma kT\,S(E')}\,dE'.
\]

Integrate over \(E\) to obtain \(N\), exchange the order of the integrations, and divide by \(J\):

\[
\tau=\int_0^{E_b}dE'\,\frac{e^{\beta E'}}{\gamma kT\,S(E')}\int_0^{E'}dE\;T(E)\,e^{-\beta E}.
\]

Within energy diffusion with an absorbing edge, this holds for any barrier height.

For a high barrier each integral is governed by its own narrow range. The factor \(e^{\beta E'}\) makes the outer integral collect its value within a few \(kT\) of \(E_b\). The inner integral then extends far above \(kT\), while its integrand is large only near the bottom, where \(T\simeq2\pi/\omega_0\). It tends to \(2\pi kT/\omega_0\). Energies below \(E_b/2\) can be left out of the outer integral. Near the bottom \(S(E')\) vanishes, but the inner integral vanishes in proportion, so their ratio stays finite and the factor \(e^{\beta E'}\) makes this range negligible. In the remaining range put \(E'=E_b-kT\,u\) and replace \(S(E')\) by \(S_b\):

\[
\int_{E_b/2}^{E_b}\frac{e^{\beta E'}}{\gamma kT\,S(E')}\,dE'\simeq\frac{e^{\beta E_b}}{\gamma S_b}\int_0^\infty e^{-u}\,du=\frac{e^{\beta E_b}}{\gamma S_b}.
\]

The product is \(\tau\simeq2\pi kT\,e^{\beta E_b}/(\omega_0\gamma S_b)\), and its inverse is the stated rate.

The action enters because \(\gamma S_b\) is the energy lost to friction in one loop at the barrier energy. The same coupling that removes this energy also supplies the random kicks. A well whose orbit at \(E_b\) has a larger action exchanges more energy per loop. At fixed \(\beta\), \(E_b\), \(\omega_0\) and \(\gamma\), the action is the one remaining property of the well in the leading-order rate.

A harmonic well cut off sharply at \(E_b\) is a simple case. There \(T=2\pi/\omega_0\) at every energy, so \(S_b=2\pi E_b/\omega_0\) and \(k=\gamma\beta E_b\,e^{-\beta E_b}\). The vibration frequency has dropped out: a faster vibration makes more attempts but exchanges less energy in each.

### A smooth barrier and a flat rim

The replacement of \(S(E')\) by \(S_b\) introduces an error at finite barrier height. This error depends on the shape of the exit.

Take first the cubic well \(V=\tfrac12m\omega_0^2x^2\,[1-2x/(3x_b)]\). Its maximum lies at \(x_b\), with \(E_b=m\omega_0^2x_b^2/6\). In terms of \(s=x/x_b\), \(V/E_b=3s^2-2s^3\), and at the barrier energy \(1-V/E_b=(1-s)^2(1+2s)\). The orbit runs from \(s=-\tfrac12\) to \(s=1\). With \(w=1+2s\),

\[
\int_{-1/2}^{1}(1-s)\sqrt{1+2s}\,ds=\frac14\int_0^3(3-w)\sqrt w\,dw=\frac{3\sqrt3}{5}.
\]

Multiplying by \(2\sqrt{2mE_b}\,x_b\), where \(x_b=\sqrt{6E_b/m}/\omega_0\), gives \(S_b=\tfrac{36}{5}E_b/\omega_0\). For \(E_b=3\) in model units this is 21.6, which direct quadrature confirms.

Near a smooth maximum, \(V\simeq E_b-\tfrac12m\omega_b^2y^2\), where \(y\) is the distance from the top. A particle whose energy lies \(h\) below the top turns at \(y_0=\sqrt{2h/m}/\omega_b\). The time from a fixed distance \(y_1\) to \(y_0\) and back is \((2/\omega_b)\,\mathrm{arccosh}(y_1/y_0)\), which for small \(h\) grows as \((1/\omega_b)\ln(1/h)\). Hence \(T\simeq(1/\omega_b)\ln(C/h)\), with \(C\) an energy fixed by the well. Integrating \(dS/dE=T\) from the top downward,

\[
S_b-S(E_b-h)\simeq\frac{h}{\omega_b}\left[\ln\frac{C}{h}+1\right].
\]

At \(h\sim kT\) the relative change of the action is of order \(kT/E_b\) times a logarithm. The closed formula, divided by the rate \(1/\tau\) from the double integral, gives 1.187, 1.042 and 1.011 for cubic barriers of 10, 40 and 160 \(kT\). The formula is too high, and its excess falls by roughly a factor of four each time the barrier is raised fourfold.

A Morse well, \(V=D(1-e^{-ax})^2\), has a flat rim at \(E_b=D\). Its period follows from \(T=2\int(m/p)\,dx\) with \(w=e^{ax}\), so that \(dx=dw/(aw)\):

\[
T=\frac{\sqrt{2m}}{a}\int\frac{dw}{\sqrt{-(D-E)w^2+2Dw-D}}=\frac{\pi\sqrt{2m}}{a\sqrt{D-E}} .
\]

The integral runs between the zeros of the quadratic. Completing the square turns it into an arcsine, whose total change is \(\pi\). At \(E=0\) the period is \(2\pi/\omega_0\), so \(\omega_0=a\sqrt{2D/m}\). Then \(T=(2\pi/\omega_0)/\sqrt{1-E/D}\), and integration from \(S(0)=0\) gives

\[
S(E)=\frac{4\pi D}{\omega_0}\left(1-\sqrt{1-E/D}\right),\qquad S_b=\frac{4\pi D}{\omega_0}.
\]

The period diverges at the rim, but the action stays finite. At a depth \(kT\,u\) below the rim, \(S_b/S\simeq1+\sqrt{u/\beta D}\). Since \(\int_0^\infty e^{-u}\sqrt u\,du=\sqrt\pi/2\), the formula exceeds the integral by the relative amount \((\sqrt\pi/2)/\sqrt{\beta D}\) at leading order. At \(\beta D=10^4\), the excess multiplied by \(\sqrt{\beta D}\) is 0.901, against the limiting value 0.886. For \(\beta D=10\), 40 and 160 the ratio is 1.56, 1.19 and 1.08. A flat rim therefore needs a much higher barrier than a smooth one for the same accuracy.

### A test in the full phase space

The averaging was tested by simulating the equations for \(x\) and \(p\) directly, in the cubic well with a barrier of \(3\,kT\) and \(m=\omega_0=kT=1\). Two thousand particles were removed on reaching \(E_b\) and put back at the bottom. Because this barrier is low, the comparison is with \(1/\tau\) from the double integral and not with the closed formula. The two frictions used correspond to \(\delta=0.043\) and 0.086, so the random change per orbit, \(\sqrt{2\delta}\,kT\), is 0.29 and \(0.42\,kT\); these runs are only moderately inside the weak-friction regime.

For \(\gamma=0.002\) the simulated rate was \((2.45\pm0.06)\times10^{-4}\), against \(2.49\times10^{-4}\) from the integral. For \(\gamma=0.004\) it was \((4.75\pm0.12)\times10^{-4}\), against \(4.98\times10^{-4}\). The quoted errors are counting errors. The second difference is about 5% of the predicted rate, or about two counting errors. The simulation checks the energy only once per time step and so misses some brief crossings. This also lowers its rate, by an amount that was not separated from the counting error. Doubling the friction raised the simulated rate by a factor of 1.94, which agrees with 2 within the counting error.

This test supports energy diffusion but not the absorbing edge, because the edge was built into the simulation. Whether a particle near the barrier may be treated as lost as soon as its energy reaches \(E_b\) is a separate question.

## Second half: escape as a walk from loop to loop

The symbols carried over are these. The well has bottom frequency \(\omega_0\) and exit energy \(E_b\), friction is \(-\gamma p\), and \(\beta=1/kT\). The full-loop action is \(S(E)\), with \(S_b=S(E_b)\) and \(dS/dE=T\), the period. The weak-friction parameter is \(\delta=\gamma S_b/kT\). Energy diffusion gave \(k=\delta\,k_{\rm TST}\), where

\[
k_{\rm TST}=\frac{\omega_0}{2\pi}\,e^{-\beta E_b}
\]

is the transition-state rate. The second derivation uses neither a diffusion equation nor an absorbing boundary. It follows the particle from one approach to the exit to the next.

### The energy step in one loop

Measure the energy from the exit in thermal units, \(\varepsilon=(E-E_b)/kT\). A particle that approaches the exit with \(\varepsilon>0\) leaves. One with \(\varepsilon<0\) turns back, makes a loop through the well, and returns with a new energy.

To lowest order in the friction, the energy change is found along the undisturbed orbit at \(E_b\). Friction removes \(\gamma\oint(p^2/m)\,dt=\gamma S_b\). The random force does the work \(\oint(p/m)\sqrt{2m\gamma kT}\,dW\). This is a sum of independent Gaussian terms, with mean zero and variance

\[
2m\gamma kT\oint\frac{p^2}{m^2}\,dt=2\gamma kT\,S_b .
\]

In thermal units the step \(\xi\) is Gaussian with mean \(-\delta\) and variance \(2\delta\):

\[
g(\xi)=\frac{1}{\sqrt{4\pi\delta}}\exp\left[-\frac{(\xi+\delta)^2}{4\delta}\right].
\]

The mean heating \(\gamma kT\,T(E)\) per loop has been dropped, together with the variation of \(S\) with energy. The two belong together, since \(T=dS/dE\). At a depth of order \(kT\) below the exit, the heating is smaller than \(\gamma S_b\) by the factor \(kT\,T/S_b\), which is small for a high barrier. In the cubic and Morse wells the period diverges at the exit itself, but its average over a range \(kT\) of energy stays finite.

Since \((\xi+\delta)^2-(\xi-\delta)^2=4\xi\delta\), the step distribution obeys

\[
g(\xi)=e^{-\xi}g(-\xi).
\]

This is detailed balance: an upward step is rarer than its reverse by the Boltzmann factor. Integrating \(e^{\xi}g(\xi)=g(-\xi)\) over all \(\xi\) gives a second fact, \(\langle e^{\xi}\rangle=1\).

Energy diffusion with an absorbing edge has given the weak-friction rate \(k=\delta\,k_{\rm TST}\), and the energy step in one loop has been found and shown to obey detailed balance. It remains to obtain the escape rate from these steps without assuming an absorbing edge, to find the error that edge causes, and to apply the result to iodine vapour in helium.
